\section*{Diffusion-limited ripening of isolated silicide precipitates and the cubic growth law}

\section{The physical situation}

Cobalt implanted into silicon and annealed forms small CoSi$_2$ precipitates. Once nearly all the metal has precipitated, the number of precipitates still falls and, over long times, their mean size still rises. The driving force is interface energy: silicon beside a small precipitate holds more dissolved metal than silicon beside a large one, so metal diffuses from small to large. How does the mean radius grow with time, and what fixes the rate?

Let $v$ be the silicide volume per metal atom, $D$ the metal diffusivity in silicon, $\gamma$ the interface energy per area and $c_s$ the metal solubility (atoms per volume) beside a flat interface. Define
\begin{equation}
\ell=\frac{2\gamma v}{kT},\qquad K=Dc_s v\,\ell .
\label{K}
\end{equation}
The capillary length $\ell$ is a length, and $K$ is a volume per time. Angle brackets denote an average over the precipitates present, each counted once.

\section{Assumptions and result}

\begin{itemize}
\item[(A1)] Precipitates are spheres with isotropic $\gamma$, and $R\gg\ell$ for those that matter.
\item[(A2)] Metal at the interface is in local equilibrium with the silicide. Silicon is supplied or removed locally, at the chemical potential of the stress-free crystal.
\item[(A3)] The volume fraction tends to zero, so each precipitate sees the same far concentration $\bar c$. Diffusion is quasi-static and $c_sv\ll1$.
\item[(A4)] The total precipitate volume is conserved: dissolved metal is a negligible share, and there is no outside sink, nucleation or merging.
\item[(A5)] The population has reached a self-similar state: the density $h(\rho)$ of $\rho=R/R_c$ does not change with time, where $R_c$ is the radius that momentarily neither grows nor shrinks. The density is an ordinary function, and $\int\rho^3h\,d\rho$ is finite.
\end{itemize}

\textbf{Theorem.} Under (A1)--(A5), $R_c=\langle R\rangle$ and
\begin{equation}
\langle R\rangle^3=\langle R\rangle_0^3+b\,t,\qquad 0<b\le\tfrac49K .
\label{law}
\end{equation}
If $h$ varies near its largest size $\rho_1$ as $(\rho_1-\rho)^p$, with $p>-1$ (for $p=0$ it ends at a finite value, for $p<0$ it diverges integrably), then
\begin{equation}
b=K\,\frac{(p+1)(2p+5)^2}{9(p+2)^3}.
\label{bp}
\end{equation}
If $h$ vanishes faster than every power, then
\begin{equation}
b=\frac{4K}{9}=\frac{8\gamma Dc_sv^2}{9kT}.
\label{b}
\end{equation}

The linear law thus belongs to every self-similar state, whereas the coefficient $4/9$ belongs to one of them. That a given population reaches such a state is assumption (A5), not part of the theorem; Section 5 examines it.

\section{Growth of one precipitate}

\textbf{Lemma 1.} The metal concentration in equilibrium with a precipitate of radius $R$ is $c_R=c_s e^{\ell/R}\simeq c_s(1+\ell/R)$.

\emph{Proof.} A precipitate with $n=4\pi R^3/(3v)$ metal atoms, formed from a dilute solution of concentration $c$, has free energy
\begin{equation}
G=-n\,kT\ln\frac{c}{c_s}+4\pi R^2\gamma .
\end{equation}
The logarithm is the excess chemical potential of a dilute solute. Silicon adds no term because its chemical potential is fixed by the matrix. From $dn/dR=4\pi R^2/v$,
\begin{equation}
\frac{dG}{dn}=-kT\ln\frac{c}{c_s}+8\pi R\gamma\,\frac{v}{4\pi R^2}
=-kT\ln\frac{c}{c_s}+\frac{2\gamma v}{R}.
\end{equation}
Exchange of metal is balanced when this vanishes, so $\ln(c/c_s)=\ell/R$. Expansion for $\ell\ll R$ gives the linear form. $\square$

\textbf{Lemma 2.} With $R_c$ defined by $\bar c=c_s(1+\ell/R_c)$,
\begin{equation}
\frac{dR}{dt}=\frac KR\left(\frac1{R_c}-\frac1R\right),\qquad
\frac{dR^3}{dt}=3K\left(\frac R{R_c}-1\right),
\label{growth}
\end{equation}
and $R_c=\langle R\rangle$.

\emph{Proof.} The steady spherical solution of the diffusion equation with value $c_R$ at $r=R$ and $\bar c$ far away is $c(r)=\bar c-(\bar c-c_R)R/r$. Its slope at the surface is $(\bar c-c_R)/R$, so metal arrives at the rate $4\pi R^2D(\bar c-c_R)/R$. An advance $dR$ needs $4\pi R^2(1/v-c_R)\,dR$ metal atoms, and $c_R$ is negligible beside $1/v$. Hence
\begin{equation}
\frac{dR}{dt}=\frac{vD(\bar c-c_R)}R=\frac{vDc_s\ell}{R}\left(\frac1{R_c}-\frac1R\right).
\end{equation}
Multiplication by $3R^2$ gives the second form of (\ref{growth}). A precipitate that vanishes does so with $R^3=0$, so its removal does not change the total volume. Conservation therefore reads $\sum_i(R_i/R_c-1)=0$ over those present, which is $R_c=\langle R\rangle$. $\square$

Precipitates above the mean radius grow and those below it shrink. While none disappears, $d\langle R\rangle/dt=K\left(\langle R^{-1}\rangle/\langle R\rangle-\langle R^{-2}\rangle\right)\le0$, because $\langle R^{-2}\rangle\ge\langle R^{-1}\rangle^2\ge\langle R^{-1}\rangle/\langle R\rangle$; a narrow population therefore first shows a slight fall of the mean radius. Once small precipitates disappear in number, the mean rises and overtakes some that were growing.

\section{Self-similar states}

Let $\tau=\ln R_c^3$, with $R_c$ in any fixed unit, and
\begin{equation}
\nu=\frac{3K}{dR_c^3/dt}.
\end{equation}
Since $\rho^3=R^3/R_c^3$ and $dt/d\tau=R_c^3/(dR_c^3/dt)$,
\begin{equation}
\frac{d\rho^3}{d\tau}=\frac1{R_c^3}\frac{dR^3}{dt}\frac{dt}{d\tau}-\rho^3=\nu(\rho-1)-\rho^3 .
\end{equation}
The velocity along the $\rho$ axis is therefore
\begin{equation}
u(\rho)=\frac{d\rho}{d\tau}=\frac{\nu(\rho-1)-\rho^3}{3\rho^2}.
\label{u}
\end{equation}

\textbf{Lemma 3.} In a self-similar state $\nu$ is constant, and $(hu)'=h$.

\emph{Proof.} The total volume is proportional to $NR_c^3\int\rho^3h\,d\rho$, where $N$ is the number of precipitates. The integral is constant, so $N\propto R_c^{-3}=e^{-\tau}$. Sizes change continuously, hence $\partial_\tau(Nh)+\partial_\rho(Nhu)=0$. With $\partial_\tau N=-N$ this becomes $(hu)'=h$.

Suppose $\nu$ had two values $\nu_a\ne\nu_b$ at two times. Subtracting the two equations for the same $h$ leaves $[h(\rho-1)/\rho^2]'=0$, so $h=C\rho^2/(\rho-1)$. This is not integrable at $\rho=1$ unless $C=0$, which leaves no precipitates. The same argument, after division by $\nu$, excludes a stationary $R_c$ ($\nu=\infty$). Because $N$ cannot increase, $R_c$ cannot decrease, and $\nu$ is positive. $\square$

Constant $\nu$ means $dR_c^3/dt=3K/\nu$, which is the linear law with $b=3K/\nu$. It remains to find the allowed $\nu$. Where $u\neq0$, $q=hu$ obeys $q'=q/u$, so
\begin{equation}
|q|=C\exp\int\frac{d\rho}{u},\qquad h=\frac qu .
\label{q}
\end{equation}
The density cannot be cut off where $u\ne0$, because the cut would move with velocity $u$.

\textbf{Lemma 4.} $\nu\ge27/4$, and $h$ ends at the smaller root $\rho_1$ of $u$ above $\rho=1$.

\emph{Proof.} Zeros of $u$ satisfy $\nu=\rho^3/(\rho-1)$ with $\rho>1$. The derivative of the right side is $\rho^2(2\rho-3)/(\rho-1)^2$, so its minimum is $27/4$, at $\rho=3/2$.

\emph{Case $\nu<27/4$.} Then $u<0$ for all $\rho>0$, and the density extends to infinity. At large $\rho$, $1/u=-3/\rho+O(\rho^{-3})$, so $|q|\propto\rho^{-3}$ and $h\propto\rho^{-4}$. The volume integral $\int\rho^3h\,d\rho$ diverges logarithmically, against (A5).

\emph{Case $\nu>27/4$.} There are two roots, $1<\rho_1<3/2<\rho_2$. Writing $u=\nu(\rho-1)/(3\rho^2)-\rho/3$ and using $\nu(\rho_j-1)=\rho_j^3$ after differentiation,
\begin{align}
u'(\rho_j)&=\frac{\nu}{3\rho_j^2}-\frac{2\nu(\rho_j-1)}{3\rho_j^3}-\frac13\nonumber\\
&=\frac{\rho_j}{3(\rho_j-1)}-1 .
\label{slope}
\end{align}
This is positive at $\rho_1$ and negative at $\rho_2$. Near $\rho_2$ put $u\simeq-\kappa(\rho-\rho_2)$, $\kappa>0$. Equation (\ref{q}) gives $|q|\propto|\rho-\rho_2|^{-1/\kappa}$ and $h\propto|\rho-\rho_2|^{-1/\kappa-1}$, not integrable from either side. The density must therefore vanish both between the roots and above $\rho_2$. What remains is $0<\rho<\rho_1$.

\emph{Case $\nu=27/4$.} The numerator of $u$ factorizes:
\begin{equation}
u=-\frac{(\rho-\frac32)^2(\rho+3)}{3\rho^2}.
\label{udouble}
\end{equation}
With $s=\rho-3/2$ small, $u\simeq-\frac23s^2$ and $|q|\propto e^{3/(2s)}$. This diverges for $s\to0^+$, so there is no density above $3/2$. For $s\to0^-$ it vanishes faster than every power. $\square$

\emph{Proof of the theorem.} Lemma 4 gives $b=3K/\nu\le4K/9$. For $\nu>27/4$ put $\lambda=u'(\rho_1)>0$. Near the end, (\ref{q}) gives $|q|\propto(\rho_1-\rho)^{1/\lambda}$, hence $h\propto(\rho_1-\rho)^{1/\lambda-1}$. The end exponent is $p=1/\lambda-1$, or $\lambda=1/(p+1)$. From (\ref{slope}),
\begin{equation}
\frac{\rho_1}{\rho_1-1}=3(1+\lambda)=\frac{3(p+2)}{p+1}.
\end{equation}
Solving for $\rho_1$,
\begin{equation}
\rho_1=\frac{3(p+2)}{2p+5},\qquad \rho_1-1=\frac{p+1}{2p+5}.
\end{equation}
Inserting these in $b=3K/\nu=3K(\rho_1-1)/\rho_1^3$ yields (\ref{bp}). An end thinner than every power is incompatible with finite $p$, so it requires $\nu=27/4$ and gives (\ref{b}). $\square$

As $p\to\infty$, (\ref{bp}) tends to $4K/9$. A density that stops abruptly ($p=0$) has $b=25K/72\simeq0.347K$. As $p\to-1$ the population crowds against its largest size, differences in solubility disappear, and $b\to0$.

\textbf{The thin-ended density.} For $\nu=27/4$, integrate (\ref{q}) from $\rho=0$. With $s$ now denoting the integration variable, which runs from 0 to $\rho$, the partial fractions are
\begin{equation}
\frac{3s^2}{(s-\frac32)^2(s+3)}=\frac{4/3}{s+3}+\frac{5/3}{s-\frac32}+\frac{3/2}{(s-\frac32)^2}.
\end{equation}
Normalization fixes the constant: $1=\int h\,d\rho=q(3/2)-q(0)=-q(0)$. Therefore
\begin{equation}
-q=\left(\frac3{3+\rho}\right)^{4/3}\left(\frac3{3-2\rho}\right)^{5/3}e^{-2\rho/(3-2\rho)} .
\end{equation}
Division by $-u=(3-2\rho)^2(3+\rho)/(12\rho^2)$ gives
\begin{equation}
h=\frac{4\rho^2}9\left(\frac3{3+\rho}\right)^{7/3}\left(\frac3{3-2\rho}\right)^{11/3}e^{-2\rho/(3-2\rho)}
\label{h}
\end{equation}
for $\rho<3/2$, and zero above. No precipitate exceeds 1.5 times the mean radius. Quadrature of (\ref{h}) gives a standard deviation of 0.215 and $\langle\rho^3\rangle=1.130$.

\section{Which state is reached}

At finite times the growth law carries the end exponent along unchanged. Near the largest radius $R_m$, (\ref{growth}) is a smooth equation for $R$, so sizes there are mapped smoothly: $R_m(t)-R(t)\simeq A(t)[R_m(0)-R(0)]$ with $A>0$. A density that starts as $(R_m-R)^p$ keeps that power. If this survives the limit of long times, the starting end selects the final state. That last step is not proved here.

It can be examined by evolving many size classes with (\ref{growth}), taking $R_c$ as the number mean at each midpoint step. Three starting densities on $0<R<1$ were followed until $\langle R\rangle^3$ had grown by a factor $3\times10^5$. A straight line was then fitted to $\langle R\rangle^3$ over its last factor of eight.

\begin{center}
\begin{tabular}{lcc}
Starting density & fitted $b/K$ & theorem\\
constant ($p=0$) & 0.349 & 0.347\\
$1-R$ ($p=1$) & 0.406 & 0.403\\
$e^{-2/(1-R)}$ & 0.450 & 0.444
\end{tabular}
\end{center}

The coefficients follow the starting ends. All three fits lie slightly high, by 0.6, 0.6 and 1.2 percent of the theorem's values. For $p=0$ and $p=1$ most of the excess is numerical: a class that vanishes within a time step overshoots to negative volume before it is removed, which adds to the total volume, by about 11 percent over the whole $p=0$ run. The third digit of the fitted values is therefore not significant. The thin-ended population also approaches its limit slowly, and its fitted coefficient is still falling towards $4/9$.

\section{Example: CoSi$_2$ in silicon}

Take a band of precipitates 1~$\mu$m thick in a 500~$\mu$m wafer, under a cap that neither absorbs nor supplies metal, annealed at 1273~K for 1800~s. The volume fraction is $\phi=0.001$, and the population starts with density (\ref{h}) and mean radius 10~nm. Rough typical values are $D=10^{-5}$~cm$^2$/s, $c_s=5\times10^{14}$~cm$^{-3}$, $\gamma=0.5$~J/m$^2$ and lattice parameters 0.536~nm (CoSi$_2$) and 0.543~nm (Si).

The cubic silicide cell holds four Co atoms, so $v=0.536^3/4=0.0385$~nm$^3$. The two silicon atoms consumed per Co occupied 0.0400~nm$^3$, nearly the same, which makes local silicon supply reasonable. With $kT=0.1097$~eV and $\gamma=3.121$~eV/nm$^2$,
\begin{align}
\ell&=\frac{2(3.121)(0.0385)}{0.1097}=2.19\ \text{nm},\\
K&=(10^9)(5\times10^{-7})(0.0385)(2.19)\nonumber\\
&=42.2\ \text{nm}^3/\text{s},\\
b&=\tfrac49K=18.7\ \text{nm}^3/\text{s}=1.87\times10^{-20}\ \text{cm}^3/\text{s}.
\end{align}
The final mean radius is $(10^3+18.74\times1800)^{1/3}=32.6$~nm. The number density $3\phi/(4\pi\langle R\rangle^3\langle\rho^3\rangle)$ falls from $2.1\times10^{14}$ to $6.1\times10^{12}$~cm$^{-3}$.

\section{Where the assumptions give way}

\textbf{Linearized solubility.} The ratio $\ell/\langle R\rangle$ falls from 0.22 to 0.07. Evolving the example's size classes with $e^{\ell/R}$ in place of the linear law, and with $R(e^{\ell/R}-1)$ held at its value for $R=\ell/3$ in all smaller precipitates, raises the final radius by about 3 percent.

\textbf{Finite volume fraction.} With $n$ precipitates per volume, a disturbance $\delta c$ of the mean concentration is absorbed at the rate $4\pi Dn\langle R\rangle\delta c$. It then obeys $\nabla^2\delta c=\delta c/\xi^2$ with $\xi^{-2}=4\pi n\langle R\rangle$. The solution $e^{-(r-R)/\xi}/r$ has a surface slope larger by $1+R/\xi$ than $1/r$ has. At the end $\xi=0.63~\mu$m. Including this factor for every class raises the final radius by about 2 percent. Since $\xi$ is comparable with the band thickness, this bulk estimate is itself rough near the band's edges.

\textbf{Interface barrier.} Suppose attachment has a rate constant $k_a=(D/a)e^{-E/kT}$, with jump length $a=0.235$~nm and extra barrier $E$. Equating the diffusion and attachment fluxes divides the growth rate by $1+D/(k_aR)$. The added term reaches 0.1 at the final radius when $E=kT\ln(0.1R/a)=0.29$~eV. It is then 0.33 at the starting radius, and such a barrier lowers the final radius by about 4 percent. For a much larger barrier, $dR/dt=vk_ac_s\ell(1/R_c-1/R)$. Its constant is an area per time, so in a self-similar state $\langle R\rangle^2$, not $\langle R\rangle^3$, grows linearly.

\textbf{Strain.} With room-temperature lattice parameters, a coherent precipitate has misfit $\epsilon=0.536/0.543-1=-1.3$ percent. Let the displacement be $Ar$ inside and $AR^3/r^2$ outside. With $B$ the bulk modulus of the silicide and $G$ the shear modulus of silicon, both treated as isotropic, the energy per precipitate volume is $\frac92B(A-\epsilon)^2+6GA^2$. Its minimum, at $A=3B\epsilon/(3B+4G)$, is $18BG\epsilon^2/(3B+4G)$. Rough moduli $B=170$ and $G=65$~GPa give 0.010~eV per Co atom. This does not depend on $R$, so it leaves the cubic law intact. It would multiply $c_s$, and so $K$, by $e^{0.0103/0.1097}=1.10$. The silicide expands more than silicon on heating, which reduces the misfit at 1273~K, so the actual factor is closer to one. Loss of coherency during growth would break that uniformity.

\textbf{Facets.} CoSi$_2$ precipitates in silicon tend to show $\{111\}$ facets. For a regular octahedron with equal facet energies, the capillary length at fixed volume is multiplied by the ratio of its area to that of the equal-volume sphere, 1.18. The change in the diffusion field is not included. Plate-like shapes can depart further.

\textbf{Metal sinks.} Saturating the whole wafer takes about 1 percent of the band's metal, provided the back face is inert. Metal crosses the wafer within the anneal, and a back face that absorbed all metal reaching it would take about 8 percent and lower the final radius by about 1 percent. A silicide film covering the surface is far more serious, because it holds the concentration there at $c_s$; a single large grain does so only beside itself. If the film has emptied a depth $w$ of precipitates, the metal current per area is about $Dc_s\ell/(\langle R\rangle w)$, and each step $dw$ frees $\phi\,dw/v$ atoms. Hence
\begin{equation}
w^2=\frac{2K}\phi\int\frac{dt}{\langle R\rangle}=\frac{27}{4\phi}\left(\langle R\rangle^2-\langle R\rangle_0^2\right),
\end{equation}
where the second form uses $dt=3\langle R\rangle^2d\langle R\rangle/b$. This gives $w\simeq2.6~\mu$m. The front is in fact spread over a distance of order $\xi$, so this figure holds only to a few tenths of a micrometre. It is well above the band thickness: a 1~$\mu$m band directly beneath such a film dissolves within a few minutes. For a band near the surface, an inert cap is thus a condition of the result.

\textbf{The real case.} The example starts in the thin-ended state, and $\langle R\rangle^3$ grows only about 35-fold, too little to erase another start. Gaussian populations of the same mean radius and relative width 0.1 to 0.2 end 3 to 5 percent larger, with a late slope of $0.48K$ to $0.50K$, above the bound that holds for self-similar states. The inputs are rough too. The product $Dc_s$ is uncertain by a factor of several, and a value four times larger would put the final radius near 51~nm. With a rough activation energy of 3.2~eV for $Dc_s$, a furnace 10~K too hot raises that product by about 25 percent, and the final radius by 7 to 8 percent. The chosen volume fraction is deliberately small. Implantation meant to form a continuous buried silicide layer gives a much larger one; precipitates then touch and merge, and the isolated-precipitate law no longer applies.

Numerical values quoted here were computed with a short program.
